# Comment on using Q44 P2 P3 as a tensor shear eigenstrain

**The argument under review**

The submission describes a phase-field model of a cubic-parent ferroelectric. Its elastic solver stores the strain as a symmetric $3\times3$ tensor and needs the spontaneous strain, or eigenstrain, $\varepsilon^0_{ij}$ produced by the polarization $\mathbf P$. The authors reason as follows:

> The table gives $Q_{44}$, defined by the zero-stress relation $\gamma_4=Q_{44}P_2P_3$. Voigt index 4 denotes the pair 23. We therefore set $\varepsilon^0_{23}=\varepsilon^0_{32}=Q_{44}P_2P_3$. The implementation is confirmed by two tests: a stress-free crystal relaxes to zero elastic energy, and a twinned crystal has the expected elastic energy.

The question is whether the second sentence justifies the third, and whether the two tests could have revealed a fault. I assume small strains, linear elasticity, and strain quadratic in $\mathbf P$, with all components referred to the cubic axes.

**What the index 4 stands for**

Voigt notation replaces the pair 23 by the single index 4, but the rule differs between stress and strain. For stress, $\sigma_4=\sigma_{23}$. For strain in the engineering convention,
$$\gamma_4=\varepsilon_{23}+\varepsilon_{32}=2\varepsilon_{23}.$$
The authors' own definition of $Q_{44}$ uses $\gamma_4$. It follows at once that
$$\varepsilon^0_{23}=\varepsilon^0_{32}=\tfrac12 Q_{44}P_2P_3 .\qquad(1)$$
The inference in the submission drops this half.

The full tensor law shows where the factors sit. It reads $\varepsilon^0_{ij}=Q_{ijkl}P_kP_l$, summed over $k$ and $l$. In a cubic crystal the terms contributing to the 23 component are
$$\varepsilon^0_{23}=Q_{2323}P_2P_3+Q_{2332}P_3P_2=2Q_{2323}P_2P_3,$$
because $Q_{ijkl}$ may be taken symmetric in $k$ and $l$. Hence $\gamma_4=4Q_{2323}P_2P_3$, and $Q_{44}=4Q_{2323}$. One factor of two comes from the two orders of the polarization product, the other from engineering shear. The stiffness behaves differently: $\sigma_{23}=C_{2323}\varepsilon_{23}+C_{2332}\varepsilon_{32}=C_{2323}\gamma_4$, so $C_{44}=C_{2323}$ with no numerical factor. A conversion routine written for stiffness cannot be reused for electrostriction unchanged.

The normal components need no such correction. For a parent of class $m\bar3m$, such as a cubic perovskite, which is assumed from here on, they are
$$\varepsilon^0_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),$$
and cyclically.

The work done by a stress gives the same answer as (1). At fixed $\mathbf P$, the coupling term in the Gibbs energy density is $-\sigma_{ij}\varepsilon^0_{ij}$. Its 23 shear part has two equal terms,
$$-(\sigma_{23}\varepsilon^0_{23}+\sigma_{32}\varepsilon^0_{32})=-2\sigma_4\varepsilon^0_{23}.$$
With (1) this is $-Q_{44}\sigma_4P_2P_3$. Adding the elastic term $-\tfrac12s_{44}\sigma_4^2$, where $s_{44}=1/C_{44}$, and using $\gamma_4=-\partial g/\partial\sigma_4$ gives
$$\gamma_4=s_{44}\sigma_4+Q_{44}P_2P_3 .$$
At zero stress this is the definition from which the authors started. Their assignment gives $2Q_{44}P_2P_3$ instead, and so contradicts it.

**Two checks that can expose the error**

The first is rotational. An isotropic solid has no preferred axes, so its eigenstrain must have the form $\varepsilon^0_{ij}=aP^2\delta_{ij}+bP_iP_j$, with $P=|\mathbf P|$. Comparison with the normal components gives $Q_{12}=a$ and $Q_{11}=a+b$. The shear is then $\varepsilon^0_{23}=(Q_{11}-Q_{12})P_2P_3$, and the engineering definition gives
$$Q_{44}=2(Q_{11}-Q_{12})\qquad\text{(isotropic solid)}.$$
If these coefficients are fed to the code, rotating $\mathbf P$ must rotate the eigenstrain tensor with it. Equation (1) passes this test; the submitted assignment doubles $b$ in the off-diagonal entries alone and fails for a general rotation. A quarter turn about a cubic axis does not reveal the error, so an oblique angle such as 30° about that axis should be used, with $\mathbf P$ not along the axis. This is a test of the code with artificial coefficients. It cannot identify the convention of a table for a cubic crystal, which need not obey the isotropic relation.

The second check uses a length, which has no Voigt convention. Let $\mathbf P$ lie along $[011]$, so that $P_2=P_3=P/\sqrt2$, and let $\mathbf n=(0,1,1)/\sqrt2$. The extension along $\mathbf n$ is
$$n_in_j\varepsilon^0_{ij}=\tfrac12(\varepsilon^0_{22}+\varepsilon^0_{33}+2\varepsilon^0_{23}).$$
Here $\varepsilon^0_{22}=\varepsilon^0_{33}=\tfrac12(Q_{11}+Q_{12})P^2$ and $2\varepsilon^0_{23}=\tfrac12Q_{44}P^2$, so
$$n_in_j\varepsilon^0_{ij}=\tfrac12P^2\left(Q_{11}+Q_{12}+\tfrac12Q_{44}\right).\qquad(2)$$
A known extension along $[011]$, together with $Q_{11}$, $Q_{12}$ and $P$, therefore settles which convention a listed $Q_{44}$ obeys.

For numbers, take $Q_{11}=0.100$, $Q_{12}=-0.035$ and $Q_{44}=0.060\ \mathrm{m^4/C^2}$, with $C_{11}=180$, $C_{12}=100$ and $C_{44}=110$ GPa. Let $P=30\ \mathrm{\mu C/cm^2}$ along $[011]$. These are round model parameters. In SI units $P=0.30\ \mathrm{C/m^2}$ and $P_2P_3=0.045\ \mathrm{C^2/m^4}$, so the true engineering shear is
$$\gamma_0=Q_{44}P_2P_3=0.060\times0.045=0.270\%.$$
The tensor entry should be 0.135%, and the submission puts 0.270% there. Equation (2) gives an extension of $0.045\times(0.065+0.030)=0.4275\%$; the submitted code gives 0.5625%.

**The energy of a clamped crystal**

The elastic energy density is
$$f=\tfrac12C_{ijkl}(\varepsilon_{ij}-\varepsilon^0_{ij})(\varepsilon_{kl}-\varepsilon^0_{kl}).$$
Let the crystal be fully clamped, meaning that every component of the total strain $\varepsilon_{ij}$ is zero, and hold $\mathbf P$ fixed. In the 23 shear part, $ij$ can be 23 or 32, and so can $kl$. There are four equal terms:
$$f_{\rm sh}=\tfrac12\cdot4C_{44}(\varepsilon^0_{23})^2=2C_{44}(\varepsilon^0_{23})^2.$$
Inserting (1) gives
$$f_{\rm sh}=\tfrac12C_{44}Q_{44}^2P_2^2P_3^2,\qquad(3)$$
whereas the submitted assignment gives $2C_{44}Q_{44}^2P_2^2P_3^2$, four times as much. For the example,
$$f_{\rm sh}=\tfrac12(110\times10^9)(0.00270)^2\ \mathrm{J/m^3}=0.401\ \mathrm{MJ/m^3},$$
against 1.604 MJ/m³ in the submitted code. The clamped shear stress has magnitude $C_{44}\gamma_0=297$ MPa, and the submitted code doubles it to 594 MPa.

The factor four belongs to the shear part alone. The normal eigenstrains are $\varepsilon^0_{11}=-0.315\%$ and $\varepsilon^0_{22}=\varepsilon^0_{33}=0.2925\%$. Cubic stiffness does not couple them to the shear, and they contribute
$$f_{\rm n}=\tfrac12C_{11}\sum_i(\varepsilon^0_{ii})^2+C_{12}\sum_{i<j}\varepsilon^0_{ii}\varepsilon^0_{jj}=2.433-0.987=1.446\ \mathrm{MJ/m^3}.$$
The correct total is 1.847 MJ/m³ and the mistaken one 3.050 MJ/m³, a ratio of 1.65. Someone looking for a factor of four in the total energy would not find it here.

The error also enters the equation of motion for $\mathbf P$. At fixed total strain, the elastic driving field is
$$-\frac{\partial f}{\partial P_2}=\sigma_{ij}\frac{\partial\varepsilon^0_{ij}}{\partial P_2}.$$
The 23 and 32 terms together give $2\sigma_4\cdot\tfrac12Q_{44}P_3=\sigma_4Q_{44}P_3$. Under full clamping $\sigma_4=-C_{44}Q_{44}P_2P_3$, so the shear contribution is $-C_{44}Q_{44}^2P_2P_3^2$, a field opposing $P_2$. Its magnitude is 0.038 MV/cm in the example, and 0.151 MV/cm if the mistaken energy is differentiated consistently. If instead the correct expression $\sigma_4Q_{44}P_3$ is coded by hand but supplied with the mistaken stress, the field is only doubled. It is then no longer the derivative of the energy that the code reports, and relaxation need not lower that energy.

**Where the factor four fails**

Now let an engineering shear $\gamma$ be imposed, with the normal strains still held at zero. The correct shear energy is $\tfrac12C_{44}(\gamma-\gamma_0)^2$, and the mistaken one is $\tfrac12C_{44}(\gamma-2\gamma_0)^2$. Their ratio is
$$\left(\frac{\gamma-2\gamma_0}{\gamma-\gamma_0}\right)^2 .$$
It equals 4 at $\gamma=0$ and 9 at $\gamma=\tfrac12\gamma_0$. At $\gamma=\gamma_0$ the correct energy vanishes while the mistaken code still stores 0.401 MJ/m³. At $\gamma=\tfrac32\gamma_0$ both give 0.100 MJ/m³, because this strain lies midway between the two assumed minima. For larger shears the mistaken energy is the smaller one.

A coherent film on a rigid substrate gives two useful cases. Let the substrate impose zero in-plane strain, and let the stress components acting on the free surface vanish. If the film normal is axis 3, then $\sigma_{23}=0$, so $\gamma_4$ relaxes to its spontaneous value. The 23 shear energy is zero in either code, but the film shears by twice the proper amount in the submitted one. If the film normal is axis 1, the 23 shear lies in the plane and is held at zero. Relaxing $\varepsilon_{11}$, $\varepsilon_{12}$ and $\varepsilon_{13}$ does not affect it in a cubic stiffness, so (3) and the factor four apply to the shear part. Relaxing $\varepsilon_{11}$ lowers the normal-strain energy by $\sigma_{11}^2/(2C_{11})$, where $\sigma_{11}$ is the fully clamped stress. In the example $\sigma_{11}$ is only $-18$ MPa, and the reduction is below 0.1%.

**Why the authors' tests pass**

In the stress-free test, every strain component relaxes until $\varepsilon_{ij}=\varepsilon^0_{ij}$. The energy is then zero for any uniform eigenstrain, right or wrong. What differs is the shape: the relaxed shear is $\gamma_4=0.270\%$ with (1) and 0.540% in the submitted code. The test should have compared strains.

The twinned crystal is less obvious. The quoted passage does not give its geometry, so suppose it consists of equal layers with polarizations $(0,P_2,P_3)$ and $(0,P_2,-P_3)$, separated by walls normal to axis 2, with zero average strain. The component $P_2$ is continuous across each wall, so the walls carry no bound charge. The eigenstrains of the two layers differ only in the sign of the 23 shear. For the layers to fit together, their strain difference must have the form $\tfrac12(a_in_j+a_jn_i)$, where $\mathbf n$ is now the wall normal. With $\mathbf n$ along axis 2 and $\mathbf a=(0,0,4\varepsilon^0_{23})$, the 23 component of this form is $2\varepsilon^0_{23}$, which is the difference required.

Each layer can therefore adopt its own spontaneous shear. The two shears average to zero, so the condition of zero average strain is met and the shear energy disappears. If the outer faces are held rigidly, some shear energy remains near them; it is a small part of the total when the layers are thin compared with the crystal. The normal eigenstrains are equal in both layers and cannot cancel, so their energy of 1.446 MJ/m³ remains. Any further alternating strain allowed by the walls would only add energy: its cross terms with the common normal eigenstrain cancel between layers, leaving a positive quadratic term.

This argument holds whatever the size of $\varepsilon^0_{23}$. When only the average strain is held at zero, as in a periodic cell, both versions return 1.446 MJ/m³, so an energy test on a twin of this kind cannot distinguish them. With rigid outer faces the residual shear energy is still four times too large in the submitted code, but it shrinks roughly in proportion to the layer width; about a tenth of $f_{\rm sh}$ remains for eight layers in a rigid square section under plane strain, so such a test is only weakly sensitive. The local shear can: its magnitude is 0.270% in the correct calculation and 0.540% in the submitted one.

The smallest layer width at which twinning pays is affected even so. Twinning saves $f_{\rm sh}$ per unit volume and costs $\Gamma/w$, where $\Gamma$ is the wall energy per area and $w$ the layer width. It pays when $w>\Gamma/f_{\rm sh}$. With a rough $\Gamma=10\ \mathrm{mJ/m^2}$, held the same in both calculations, the threshold is 25 nm with the correct energy and 6 nm with the mistaken one. This estimate treats the walls as thin and the crystal as much thicker than a layer, so the smaller width in particular is only a rough guide.

**A wrong polarization direction**

The error can also change which state is stable. Compare $[001]$ with $[011]$ in a fully clamped crystal, holding $P$ fixed and $P_1=0$. Since $\sum_{i<j}e_ie_j=\tfrac12[(\sum e_i)^2-\sum e_i^2]$, the normal-strain energy can be written, with $e_i=\varepsilon^0_{ii}$, as
$$f_{\rm n}=\tfrac12(C_{11}-C_{12})\sum_i e_i^2+\tfrac12C_{12}\Big(\sum_i e_i\Big)^2 .$$
From $e_i=Q_{12}P^2+(Q_{11}-Q_{12})P_i^2$, the sum $\sum e_i=(Q_{11}+2Q_{12})P^2$ does not depend on direction. The direction-dependent part of $\sum e_i^2$ is $(Q_{11}-Q_{12})^2\sum P_i^4$. Now $\sum P_i^4$ equals $P^4$ along $[001]$ and $P^4/2$ along $[011]$. The shear energy (3) is zero along $[001]$ and $C_{44}Q_{44}^2P^4/8$ along $[011]$. The elastic advantage of $[011]$ is therefore
$$G=P^4\left[\frac{(C_{11}-C_{12})(Q_{11}-Q_{12})^2}{4}-\frac{C_{44}Q_{44}^2}{8}\right].$$
The mistaken eigenstrain changes the $1/8$ to $1/2$. In the example $G=2.55$ MJ/m³ correctly and 1.35 MJ/m³ in the submitted code.

Suppose the stress-free crystal prefers $[001]$ by $D=2.0$ MJ/m³, a chosen value, with angular dependence $4Dn_2^2n_3^2$, where $n_i=P_i/P$. In this plane $\sum P_i^4=P^4(1-2n_2^2n_3^2)$, so the elastic energy is also linear in $n_2^2n_3^2$. The direction-dependent total is $4(D-G)n_2^2n_3^2$, and its minimum lies at an end of the range. Correctly, $D-G$ is negative and the polarization lies along $[011]$, at 45° from $[001]$. In the submitted code $D-G$ is positive and it lies along $[001]$. The reversal occurs for any $D$ between the two values of $G$. Directions outside the plane are excluded from this comparison, so $[011]$ is the preferred direction only within it. If the same angular term is extended to all three axes, $[111]$ lies lower still with the correct eigenstrain, while the submitted code continues to favour $[001]$.

**How far the numbers apply to real crystals**

The parameters are in the rough range of perovskite oxide ferroelectrics near room temperature and do not represent a particular compound. Complete clamping is an idealization that a real sample may not meet. Twinning can remove nearly all of $f_{\rm sh}$ when the layers are thin compared with the crystal. Yielding surroundings remove part of it: for a uniformly polarized sphere in an infinite matrix of the same stiffness, 43% of the clamped shear energy remains. The factor four survives there. Reflection of axis 3 leaves the sphere and the cubic stiffness unchanged but reverses the 23 shear, so no cross term with the normal strains is possible.

Other omissions change the magnitudes. Replacing the small elastic strain by the Green strain measured from the spontaneously strained state, with the same elastic constants, lowers the total clamped energy by about 1% (between roughly 0.6% and 1.6%, depending on which finite-strain measure $\varepsilon^0_{ij}$ is taken to be and on the reference volume). If third-order elastic constants are roughly ten times $C_{44}$, strains of 0.3% change the stiffnesses by an amount of order 3% of $C_{44}$; larger third-order constants raise this estimate in proportion. The shear energy varies as $P^4$, so a 5% rise in $P$, for instance through a change of temperature, raises it by 22%. A 10% increase in $Q_{44}$ raises it by 21%.

Electrical compensation matters far more. A slab polarized along its normal without compensating charge would have a depolarization energy of about 730 MJ/m³, for a rough background relative permittivity of 7. The fixed polarization used here therefore presupposes electrodes, other compensating charge, or a geometry without bound charge.

**Required revision**

With a tensor solver, the off-diagonal eigenstrains should be $\tfrac12Q_{44}P_iP_j$. If the solver instead stores the six-component vector with $\gamma_4=2\varepsilon_{23}$, the entry $Q_{44}P_2P_3$ is correct as it stands, and the shear energy is $\tfrac12C_{44}(\gamma_4-Q_{44}P_2P_3)^2$.

The half must not be inserted blindly either. Some data may be defined by $\varepsilon^0_{23}=Q'_{44}P_2P_3$, in which case $Q'_{44}=Q_{44}/2$, or $0.030\ \mathrm{m^4/C^2}$ for the same model crystal. Direct use is then right, and a further halving would reduce the clamped shear energy to a quarter, 0.100 MJ/m³. The manuscript should state the defining equation next to the coefficient.

The two energy tests should be supplemented by the relaxed shear of a free single domain and by the clamped single-domain energy with its normal-strain part subtracted. The reference values for the example are $\gamma_4=0.270\%$ and 0.401 MJ/m³. The phase stability and domain widths reported in the submission need to be recalculated, since both can depend on the clamped shear energy.

## Computed values

```
Q11, Q12, Q44 = 0.100, -0.035, 0.060 m4/C2
C11, C12, C44 = 180, 100, 110 GPa
|P| along [011] = 30.0 uC/cm2
P2 = P3 = 21.21 uC/cm2
engineering shear gamma0 = 0.2700 %
tensor shear, right = 0.1350 %
tensor shear, wrong = 0.2700 %
strain along [011], right = 0.4275 %
strain along [011], wrong = 0.5625 %
clamped shear stress size, right = 297 MPa
clamped shear stress size, wrong = 594 MPa
clamped shear energy, right = 0.4009 MJ/m3
clamped shear energy, wrong = 1.6038 MJ/m3
ratio of shear energies = 4.0000
shear energy if halved twice = 0.1002 MJ/m3
clamped normal-strain energy = 1.4458 MJ/m3
clamped total energy, right = 1.8468 MJ/m3
clamped total energy, wrong = 3.0496 MJ/m3
ratio of total energies = 1.651
shear field on P2, right = 0.0378 MV/cm
shear field on P2, wrong = 0.1512 MV/cm
imposed shear 0.5 gamma0: right 0.1002, wrong 0.9021 MJ/m3
imposed shear 1.0 gamma0: right 0.0000, wrong 0.4009 MJ/m3
imposed shear 1.5 gamma0: right 0.1002, wrong 0.1002 MJ/m3
free crystal gamma, right = 0.2700 %
free crystal gamma, wrong = 0.5400 %
twinned total energy, right = 1.4458 MJ/m3
twinned total energy, wrong = 1.4458 MJ/m3
twin local gamma, right = 0.2700 %
twin local gamma, wrong = 0.5400 %
clamped total energy for [001] = 4.3983 MJ/m3
elastic gain of [011], right = 2.5515 MJ/m3
elastic gain of [011], wrong = 1.3487 MJ/m3
chosen free preference for [001] = 2.0 MJ/m3
best angle from [001], right = 45.0 deg
best angle from [001], wrong = 0.0 deg
sphere in matrix: shear energy kept = 43.0 %
finite strain: total energy change = -1.23 %
rough third-order/C44 stiffness ratio = 10
elastic anharmonicity, rough size = 3.1 %
rough background permittivity = 7 (relative)
uncompensated depolarization = 726 MJ/m3
P up 5 %: shear energy up 21.6 %
Q44 up 10 %: shear energy up 21.0 %
rough wall energy = 10 mJ/m2
twin width for break-even, right = 24.9 nm
twin width for break-even, wrong = 6.2 nm
principal clamped stresses, right = -801, -207, -18 MPa
```
